# Double-reference method for charged metal–water supercells, with the background correction

## A capacitor that shows the whole method

A perfectly conducting slab of width \(w\) sits in a periodic cell of length \(L\) and area \(A\). A dielectric of permittivity \(\varepsilon\) fills the remaining length \(2d=L-w\). The slab receives \(n\) extra electrons, and a uniform background of density \(\rho_b=n/(AL)\) keeps the cell neutral. Atomic units are used, an electron has charge \(-1\), \(\phi\) is the electrostatic potential, and energies are per cell.

Let \(x\) be the distance from the plane midway through the dielectric. By symmetry the field vanishes there. Poisson's equation \(\varepsilon\phi''=-4\pi\rho_b\), integrated twice with \(\phi'(0)=0\), gives

\[
\phi(x)=\phi_{\rm mid}-\frac{2\pi\rho_b}{\varepsilon}x^2 .
\]

Take \(\phi_{\rm mid}=0\) as the reference for every \(n\). The metal lies at \(\phi(d)\), and an electron in it has electrostatic energy \(-\phi(d)\). Its Fermi level is therefore

\[
\mu=\mu_0+an,\qquad a=\frac{2\pi d^2}{\varepsilon AL}.
\]

The cell average of the potential, in the same reference, is

\[
C=-\frac{2\pi\rho_b}{\varepsilon L}\left[wd^2+2\int_0^d x^2dx\right]
=-an\,\frac{w+2d/3}{L}.
\]

The field in the dielectric is \(4\pi\rho_bx/\varepsilon\), so the field energy is

\[
\frac{\varepsilon A}{8\pi}\,2\int_0^d\left(\frac{4\pi\rho_bx}{\varepsilon}\right)^2dx
=\frac{4\pi n^2d^3}{3\varepsilon AL^2}=an^2\,\frac{2d}{3L},
\]

and the total energy is \(E(n)-E(0)=\mu_0n+an^2(2d/3L)\). Its derivative is not \(\mu\), because \(E\) also contains the work of bringing in the background. That work is \(\int_0^nC\,dn'\). Subtracting it gives

\[
E(n)-E(0)-\int_0^nC\,dn'
=\mu_0n+\frac{an^2}{2}\,\frac{4d/3+w+2d/3}{L}
=\mu_0n+\frac{an^2}{2},
\]

since \(w+2d=L\). The derivative is now \(\mu\).

One defect remains. The background outside the metal carries charge \(2d\rho_bA=n(1-w/L)\), and this is the number of electrons on the two faces. The other \(nw/L\) electrons neutralise background inside the metal. With the work on the background again left out, charging the two capacitors costs half the surface charge times the voltage, \(\tfrac12(1-w/L)an^2\), which is smaller than \(\tfrac12an^2\).

In a second limit, the whole voltage \(V=bn\) drops in a thin layer at the metal surface. Then \(\phi=-V\) in the metal and zero in the dielectric, so \(C=-Vw/L\). The field energy is \(\tfrac12(1-w/L)bn^2\), the correction adds \(\tfrac12(w/L)bn^2\), and the sum is \(\tfrac12bn^2\). The structure does not depend on where the voltage drops.

## What the supercell calculation supplies

The general system is a mirror-symmetric metal slab with water filling the space between its periodic images. Suppose that the plane-wave code drops the zero-wave-vector part of the electrostatic potential, so that the cell average of \(\phi\) is zero. Its output is the energy \(E(n)\) and the Fermi level \(\varepsilon_F(n)\) in that convention. Let \(C(n)\) be the constant that turns the code's potential into one measured from vacuum:

\[
\phi_{\rm abs}=\phi+C(n),\qquad \langle\phi_{\rm abs}\rangle=C(n).
\]

Raising the potential by \(C\) lowers an electron's energy by \(C\), hence

\[
\boxed{\mu(n)=\varepsilon_F(n)-C(n)}
\]

The electrode potential is \(U=-\mu/e-U_{\rm ref}\), where \(U_{\rm ref}\) is the absolute potential of the reference electrode. An error in \(U_{\rm ref}\) shifts all potentials rigidly.

## The two references

**Why one charged cell with a vacuum gap is not enough.** The uniform background also fills the vacuum, where nothing screens it. With \(\varepsilon=1\), the first formula above becomes

\[
\phi_{\rm mid}-\phi(x)=2\pi\rho_bx^2 .
\]

There is no flat vacuum level to read. For \(n=-0.3\), \(A=30\) Å\(^2\), \(L=44\) Å and \(x=4\) Å, with \(e^2/4\pi\varepsilon_0=14.40\) eV Å, the right-hand side is

\[
2\pi\,\frac{-0.3}{30\times44}\,(4)^2\times14.40\ \text{V}=-0.329\ \text{V},
\]

and the self-consistent calculation described below gives the same value. In water the bow is divided by the permittivity: for \(n=0.6\), \(L=24\) Å and \(\varepsilon=78\) it is 0.0039 V over 2 Å, again by both routes.

**First reference: neutral cell with vacuum.** Open a vacuum gap in the water of the neutral cell. The vacuum is now flat, and the calculation gives

\[
\Delta_w=\phi(\text{mid-water plane})-\phi(\text{vacuum}),\qquad n=0 .
\]

**Second reference: charged cell without vacuum.** Require that the potential at the same plane keep its neutral value relative to vacuum, \(\phi(\text{mid-water};n)+C(n)=\Delta_w\). Therefore

\[
\boxed{C(n)=\Delta_w-\phi(\text{mid-water};n)}
\]

This requirement can be justified. Mirror symmetry makes the electric displacement vanish at the slab centre and at the mid-water plane. By Gauss's law the half cell between them is neutral, background included. One may cut the cell at the plane and attach neutral water followed by vacuum. If the water responds locally, the charged side cannot sense the replacement, and the attached side sees no field. The potential step from the plane to vacuum is then the neutral one, \(\Delta_w\).

The argument has conditions. Metal electrons must not reach the plane. The water there must keep its structure when the electrode is charged; if molecules at the plane reorient, \(\Delta_w\) changes and \(\mu\) is wrong by that change. With explicit molecules, \(\phi\) must be averaged over the same molecular layer in both calculations, because the potential varies strongly within a molecule. If the two faces of the slab differ, the zero-field plane is no longer fixed by symmetry and the choice of plane needs its own justification.

## The energy and the work done on the background

Let the countercharge be \(n\,s(\mathbf r)\), with a fixed shape normalised to \(\int s\,d^3r=1\). The uniform background is the case \(s=1/(AL)\). For a linear dielectric the electrostatic energy is

\[
W=\frac12\iint\rho(\mathbf r)G(\mathbf r,\mathbf r')\rho(\mathbf r')\,d^3r\,d^3r',
\qquad \phi=\int G\rho\,d^3r' .
\]

Since \(G\) is symmetric, the two variations of the double integral are equal and cancel the factor one half:

\[
\delta W=\int\phi\,\delta\rho\,d^3r .
\]

Now add \(dn\) electrons and \(dn\) of countercharge. The Kohn–Sham energy is stationary with respect to the orbitals, so their change contributes nothing at first order. The new electrons enter at the Fermi level and contribute \(\mu\,dn\) when potentials are measured from vacuum. The countercharge contributes \(dn\int s\,\phi_{\rm abs}\,d^3r\). Together,

\[
\frac{dE}{dn}=\mu+\int s\,\phi_{\rm abs}\,d^3r .
\]

A constant added to \(\phi\) lowers the first term and raises the second by the same amount, as it must for a neutral addition. Relaxed atomic positions add no term, because the forces vanish. With electronic smearing, \(E\) must be the electronic free energy.

For the uniform background the last term is \(C(n)\), so \(dE/dn=\mu+C=\varepsilon_F\). Define

\[
\boxed{F(n)=E(n)-\int_0^nC(n')\,dn'}
\]

Differentiation gives \(dF/dn=\varepsilon_F-C=\mu\). In terms of the charge \(q=-n\) placed on the system, \(dn'=-dq'\), and the correction reads \(+\int_0^q\langle\phi_{\rm abs}\rangle\,dq'\).

The correction removes the work done on the background. It does not remove the background's field: the metal and the water are still polarised by it, and it still plays the part of the ionic countercharge. Nor is the correction a product \(nC(n)\). If \(C\) is linear in \(n\),

\[
\int_0^nC\,dn'=nC(0)+\tfrac12n\,[C(n)-C(0)],
\]

so the charge-dependent part enters with a factor one half.

An implementation should compare a finite difference of \(E\) with \(\varepsilon_F\) before applying the correction. One point to check is whether the average non-Coulomb part of the pseudopotentials enters the eigenvalues. If an energy term proportional to the electron number is missing from them, \(dE/dn\ne\varepsilon_F\), and the zero of \(\phi\) and that of \(\varepsilon_F\) must first be reconciled.

## Constant potential and the charge that counts

At fixed electrode potential the relevant energy is \(\Omega=F-n\mu\). Its differential is

\[
d\Omega=\mu\,dn-n\,d\mu-\mu\,dn=-n\,d\mu .
\]

Near the neutral point \(n\simeq K(\mu-\mu_0)\), where \(K=dn/d\mu\), and integration gives

\[
\Omega-\Omega_0\simeq-\tfrac12K(\mu-\mu_0)^2 .
\]

This is a parabola with its maximum at the potential of zero charge. It is valid while \(K\) is nearly constant.

As in the capacitor, the interior of the metal is locally neutral, so the background inside it binds about \(nw/L\) electrons. The interface carries

\[
n_{\rm eff}\simeq n\left(1-\frac wL\right).
\]

At given \(\mu\), the physical grand energy follows from \(-\int n_{\rm eff}\,d\mu\). Since \(\Omega_0=E(0)\),

\[
\boxed{\Omega_{\rm phys}(\mu)\simeq E(0)+\left(1-\frac wL\right)\left[\Omega(\mu)-E(0)\right]}
\]

The neutral energy is not scaled; the charging part is. Both faces are included, so one face of a symmetric slab has half the charging part. The relation is approximate for two reasons. The electrons bound inside slightly change the metal's density, and with it the Fermi level at a given surface charge. Also, \(w\) is uncertain by a fraction of an atomic layer: an error \(\delta w\) changes the factor by the relative amount \(\delta w/(L-w)\), which is 6% for 1 Å in the cell used below.

## Order of operations

1. Compute the neutral cell with a vacuum gap and record \(\Delta_w\).
2. Compute the cell without vacuum for several \(n\) on both sides of zero. Record \(E\), \(\varepsilon_F\) and the mid-water potential.
3. Form \(C(n)\), then \(\mu(n)\) and \(U(n)\).
4. Integrate \(C\) from \(n=0\) and form \(F\) and \(\Omega\).
5. Scale the charging part by \(1-w/L\).
6. To compare two surface states, interpolate each \(\Omega_{\rm phys}\) to the same \(U\). At equal \(n\) the two states generally have different potentials.

## Worked example

The electrode is a jellium slab with \(r_s=3\) bohr and \(w=8\) Å in a cell with \(L=24\) Å and \(A=30\) Å\(^2\). The edge of its positive background is smoothed over 0.4 Å. Its electrons are treated by Kohn–Sham theory with local-density exchange and Wigner correlation. Water is a continuum with \(\varepsilon=78\), beginning 1.5 Å outside the metal edge with a smooth onset. A fixed dipole layer at the water–vacuum surface puts the water 0.5 V above vacuum, so \(\Delta_w=0.5\) V. The reference is \(U_{\rm ref}=4.4\) V, a rough value for the hydrogen electrode. Atomic structure, molecular water and chemisorption are left out.

**Fermi level.** For \(n=0.6\) the code's level is \(-2.158\) eV and \(C=0.979\) V, so

\[
\mu=-2.158-0.979=-3.137\ \text{eV},\qquad U=3.137-4.4=-1.263\ \text{V}.
\]

From \(n=0\) to \(0.6\) the uncorrected level rises by 0.273 eV, but \(\mu\) rises by 0.483 eV. The ratio is 0.56. In the opening capacitor it would be \(1-(w+2d/3)/L=0.44\), and in the thin-layer limit \(1-w/L=0.67\). The computed interface lies between the two. Without the second reference, nearly half of the potential change would be lost.

**Test of the references.** A charged cell of 44 Å was computed with its countercharge ending at the mid-water plane, followed by neutral water and vacuum. There \(\mu\) is read directly against a flat vacuum. Over nine charges from \(-0.6\) to \(0.6\), the largest difference from the double reference is \(1\times10^{-4}\) eV. Both routes share the same continuum water, so this tests the referencing and not the water model.

**Test of the energy derivative.** At \(n=0.3\) with uniform background, the finite difference of \(E\) and the Fermi level are both \(-2.2805\) eV. With the countercharge kept outside the metal, the background term is \(-0.489\) eV in the zero-average convention. The finite difference is then \(-2.7039\) eV, against \(-2.7038\) eV from the Fermi level plus this term.

**Energy.** For \(n=0.6\), Simpson's rule with the values of \(C\) at \(n=0\), 0.3 and 0.6 gives

\[
\int_0^{0.6}C\,dn=\frac{0.3}{3}\,(1.1892+4\times1.0738+0.9790)=0.6463\ \text{eV},
\]

\[
F-F_0=-1.3711-0.6463=-2.0174\ \text{eV}.
\]

Integrating the directly read \(\mu\) of the large cell gives the same number. The product \(nC(n)\) would have given \(-1.9585\) eV, an error of 0.059 eV. Over the tabulated charges the two routes to \(F\) differ by at most 0.8 meV. The difference has about this size at \(n=-0.3\) and \(-0.6\), and is below 0.1 meV at the other tabulated charges.

**Grand energy.** For \(n=0.6\), \(\Omega-\Omega_0=-2.0174+0.6\times3.1370=-0.135\) eV. For \(n=-0.6\) it is \(-0.332\) eV. A single parabola would give equal values, so the capacitance here depends on the charge. Much of this asymmetry is a thin-slab effect: a fourth subband starts to fill near \(n\approx-0.17\), and there the differential capacitance per face jumps from about 10 to about 17 µF/cm\(^2\). The value at \(n=-0.6\) moves by about 1 meV with a finer discretisation.

**Charge at the interface.** Here \(1-w/L=2/3\), so \(n=0.6\) corresponds to \(n_{\rm eff}=0.4\). A separate cell with no background in the metal and 0.4 extra electrons gives \(\mu=-3.125\) eV, compared with \(-3.137\) eV. The difference, about 0.01 eV, is 3% of the shift from neutrality. Its grand energy is \(-0.092\) eV, against the scaled value \(\tfrac23(-0.135)=-0.090\) eV; the unscaled value is too large by about half. On the positive side, \(n_{\rm eff}=-0.4\), the two grand energies are \(-0.218\) and \(-0.221\) eV.

The charge on each face is \(0.4/(2\times30)=0.0067\) electrons per Å\(^2\), or \(-10.7\) µC/cm\(^2\). The capacitance per face around neutrality is 18 µF/cm\(^2\). Counting all \(n\) electrons would give 27 µF/cm\(^2\).

## How the numbers relate to a real electrode

The density and charge are in the rough range of a noble-metal electrode in aqueous electrolyte of about 0.1 mol/l, where double-layer capacitances of some tens of µF/cm\(^2\) are typical. The model value is of that order, but it depends strongly on the chosen 1.5 Å gap and, in so thin a slab, on the metal width. With the half layer kept at 8 Å, widths of 7, 9, 10 and 12 Å give 12 to 14 µF/cm\(^2\). At the width of 8 Å, gaps of 1 and 2 Å give 33 and 12, and a sharp jellium edge gives 14. It is not a converged surface property. In much more dilute solutions the measured capacitance near zero charge is lower, because the ionic layer is wider. The potential of zero charge, \(-0.78\) V, belongs to this model, with its chosen gap, slab width, edge smoothing and 0.5 V surface step, and should not be assigned to a particular metal; a sharp jellium edge alone moves it to \(-0.70\) V. It lies below the hydrogen-evolution line at pH 7, \(-0.41\) V, so a real electrode held there could reduce water. The model contains no such reaction.

Real countercharge consists of ions, not a uniform background. At 298 K and 0.1 mol/l of a monovalent salt the Debye length is 9.6 Å, longer than the 8 Å half layer of water. For a surface charge of magnitude \(\sigma\) and a number density \(c\) of each of the two ion species, Gouy–Chapman theory gives, in SI units,

\[
\frac{2k_BT}{e}\,\operatorname{arsinh}\frac{\sigma}{\sqrt{8\varepsilon\varepsilon_0k_BTc}}=0.092\ \text{V}
\]

at 10.7 µC/cm\(^2\), while a uniform background, in water of permittivity 78 reaching up to the metal, produces 0.062 V. This difference of 0.03 V grows as the salt is diluted, because the ionic layer then extends far beyond the cell.

The gap next to the metal causes a larger error. The background fills it, but ions do not. Take the surface charge as a sheet at the metal edge, a gap of width \(g=1.5\) Å with permittivity one, and the half layer \(d=8\) Å. Moving the background in the gap to its outer edge then raises the voltage by

\[
\frac{\sigma}{\varepsilon_0}\int_0^g\frac xd\,dx=\frac{\sigma g^2}{2\varepsilon_0d}=0.17\ \text{V}.
\]

This sheet estimate is too high. With self-consistent electrons and the smooth onset of the dielectric, the voltage rises by about 0.05 V on the negative surface and 0.09 V on a positive surface of equal charge. The uniform background therefore makes the voltage shift too small, and the capacitance too large, by an amount that matters.

The surface charge is also about half of what full alignment of the water dipoles could screen, using a dipole of about 1.9 D and about 33 molecules per nm\(^3\). A Langevin polarisation law, matched to \(\varepsilon=78\) at low field, adds 2 mV across the continuum water when the countercharge is the uniform background. This estimate does not cover the first molecular layer. A thin sheet of this charge on the metal, facing a gap of permittivity one, would produce a field of about 120 MV/cm in the gap. Close to the metal a continuum description of water is therefore least secure.

Two other neglected effects are smaller. At \(n=0.6\) the electron density at the mid-water plane is below \(10^{-3}\) of the background density, so the reference plane is practically free of metal electrons. The thermal shift of the Fermi level, estimated for the bulk metal, is about 0.1 meV; in a thin slab it is larger when the edge of a subband lies close to the Fermi level. In this slab at 298 K it is about 0.8 meV at \(n=0\) and about 13 meV near \(n=-0.15\). With explicit water the first condition can fail in another way: if the Fermi level reaches the filled or empty states of the water, charge enters the water, and neither the reference plane nor the formula for \(n_{\rm eff}\) can be trusted. The full table over charge is in the numerical output.

## Table of computed values

```
inputs: rs 3.0 bohr, metal width 8.0 A, cell 24.0 A
surface cell 30.0 A^2, water permittivity 78.0
dielectric starts 1.5 A outside the metal edge
vacuum cell 44.0 A, water ends 16.0 A
fixed water-surface step 0.5 V, rough reference 4.4 V
neutral cell: mid-water minus vacuum 0.5000 V
n (e/cell) | raw Fermi | C (V) | mu | mu direct (eV) | U (V)
-0.60   -3.0354    1.5693   -4.6047   -4.6047    0.205
-0.30   -2.6734    1.3517   -4.0251   -4.0251   -0.375
 0.00   -2.4306    1.1892   -3.6198   -3.6199   -0.780
 0.30   -2.2805    1.0738   -3.3543   -3.3544   -1.046
 0.60   -2.1580    0.9790   -3.1370   -3.1371   -1.263
n (e/cell) | E-E0 | F-F0 | F direct | grand change (eV/cell)
-0.60    1.6149    2.4306    2.4298   -0.3322
-0.30    0.7595    1.1376    1.1368   -0.0699
 0.00    0.0000    0.0000    0.0000    0.0000
 0.30   -0.7059   -1.0448   -1.0448   -0.0385
 0.60   -1.3711   -2.0174   -2.0174   -0.1352
largest difference of mu, two roads: 1.0e-04 eV
largest difference of F, two roads: 8.1e-04 eV
F at n=0.6 if n*C replaced the integral: -1.9585 eV
at n=0.3: dE/dn | Fermi + background mean | background mean (eV)
  uniform:       -2.2805   -2.2805   -0.0000
  outside only:  -2.7039   -2.7038   -0.4890
water bow over 2 A, n=0.6: 0.00387 V, rule 0.00387 V
vacuum bow over 4 A, n=-0.3: -0.3290 V, rule -0.3290 V
fraction of charge at the surfaces 1-w/L: 0.6667
n_eff (e/cell) | mu, clean metal (eV) | grand, clean | scaled (eV)
-0.400   -4.5909   -0.2178   -0.2215
-0.200   -4.0181   -0.0450   -0.0466
 0.000   -3.6198    0.0000    0.0000
 0.200   -3.3457   -0.0265   -0.0257
 0.400   -3.1245   -0.0920   -0.0901
potential of zero charge: -0.780 V
surface charge per face, n=-0.6 and 0.6: 10.68, -10.68 uC/cm2
capacitance per face: 18.26 uF/cm2
capacitance if all n counted: 27.40 uF/cm2
neglected effects at n=0.6, 298 K, 0.1 mol/l salt:
rough water dipole 1.85 D, density 33.4 per nm^3
field at metal edge, permittivity 1: 120.6 MV/cm
surface charge / full water alignment: 0.518
extra drop from dielectric saturation: 0.0023 V
Debye length 9.59 A, half water layer 8.0 A
drop: ionic diffuse layer 0.0915 V, background 0.0619 V
electron density / background at mid-water: 1.2e-05
thermal shift of the Fermi level: 9.7e-05 eV
hydrogen evolution line at pH 7: -0.414 V
```
